# RPA Correlation Energy of a Single Excitation from a Frequency Integral: verification in Python

```python
"""
Result under test: for one excitation the direct RPA correlation energy
    E = (1/2pi) int_0^inf dw Tr[ln(1 - v chi0(iw)) + v chi0(iw)]
equals (Omega - Delta - K)/2 with Omega = sqrt(Delta*(Delta + 2K)).
Delta: excitation gap; K: coupling <rho|v|rho>; rho: transition density;
A = Delta + K, B = K: RPA matrix elements; w: imaginary frequency;
y = 2*Delta*K/(w^2 + Delta^2): minus the nonzero eigenvalue of v chi0.
Energies and frequencies are in hartree (hbar = 1).
"""
import numpy as np
from scipy.integrate import quad
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def coupled_energy(gap, coupling):
    return np.sqrt(gap * (gap + 2 * coupling))


def closed_form(gap, coupling):
    return (coupled_energy(gap, coupling) - gap - coupling) / 2


def y_of(w, gap, coupling):
    return 2 * gap * coupling / (w**2 + gap**2)


def integrand(w, gap, coupling):
    y = y_of(w, gap, coupling)
    return np.log1p(y) - y


def integrate(function):
    return quad(function, 0, np.inf, epsabs=1e-11, epsrel=1e-10, limit=300)[0]


def energy_by_quadrature(gap, coupling):
    return integrate(lambda w: integrand(w, gap, coupling)) / (2 * np.pi)


def energy_from_matrices(gap, coupling):
    """Trace formula on a five-point model space, without using rank one."""
    index = np.arange(5)
    v = 1.0 / (1.0 + np.abs(index[:, None] - index[None, :]))
    rho = np.array([0.3, -0.7, 0.2, 0.9, -0.4])
    rho = rho * np.sqrt(coupling / (rho @ v @ rho))

    def trace_term(w):
        factor = -(1 / (gap + 1j * w) + 1 / (gap - 1j * w)).real
        product = v @ (factor * np.outer(rho, rho))
        sign, logdet = np.linalg.slogdet(np.eye(5) - product)
        assert sign > 0
        return logdet + np.trace(product)

    return integrate(trace_term) / (2 * np.pi)


def response(w, gap, scaled_coupling):
    """Density response amplitude from the two linear-response equations."""
    a, b = gap + scaled_coupling, scaled_coupling
    matrix = np.array([[a + 1j * w, b], [b, a - 1j * w]])
    return -np.linalg.solve(matrix, np.ones(2, dtype=complex)).sum().real


def energy_by_coupling_integral(gap, coupling):
    nodes, weights = np.polynomial.legendre.leggauss(20)
    total = 0.0
    for node, weight in zip(nodes, weights):
        strength = (node + 1) / 2
        inner = integrate(lambda w: coupling * (
            response(w, gap, strength * coupling) - response(w, gap, 0.0)))
        total += weight / 2 * inner
    return -total / (2 * np.pi)


def excitation_energies(a, b):
    return np.linalg.eigvals(np.block([[a, b], [-b, -a]]))


def boson_ground_energy(a, b, size=100):
    lower = np.diag(np.sqrt(np.arange(1, size)), 1)
    raise_ = lower.T
    h = a * raise_ @ lower + b / 2 * (raise_ @ raise_ + lower @ lower)
    return np.linalg.eigvalsh(h)[0]


def few_point_energy(gap, coupling, points):
    x, weight = np.polynomial.legendre.leggauss(points)
    w = gap * (1 + x) / (1 - x)
    jacobian = 2 * gap / (1 - x)**2
    return np.sum(weight * jacobian * integrand(w, gap, coupling)) / (2 * np.pi)


# Main result and its intermediate integrals, for both signs of K
for gap, coupling in [(0.8, 0.5), (0.3, 0.05), (1.0, 2.0), (1.0, -0.3)]:
    omega = coupled_energy(gap, coupling)
    exact = closed_form(gap, coupling)
    log_part = integrate(lambda w: np.log1p(y_of(w, gap, coupling)))
    linear_part = integrate(lambda w: y_of(w, gap, coupling))
    assert abs(log_part - np.pi * (omega - gap)) < 1e-8
    assert abs(linear_part - np.pi * coupling) < 1e-8
    assert abs(energy_by_quadrature(gap, coupling) - exact) < 1e-9
    assert abs(energy_by_coupling_integral(gap, coupling) - exact) < 1e-8
    roots = excitation_energies(np.array([[gap + coupling]]),
                                np.array([[coupling]]))
    assert np.allclose(np.sort(roots.real), [-omega, omega], atol=1e-10)
    assert np.max(np.abs(roots.imag)) < 1e-10
    stable_form = -coupling**2 / (2 * (omega + gap + coupling))
    assert abs(energy_by_quadrature(gap, coupling) - stable_form) < 1e-9
    boson = boson_ground_energy(gap + coupling, coupling)
    assert abs(boson - exact) < 1e-9
    second = -integrate(lambda w: y_of(w, gap, coupling)**2) / (4 * np.pi)
    assert abs(second + coupling**2 / (4 * gap)) < 1e-8

gap, coupling = 0.8, 0.5
omega = coupled_energy(gap, coupling)
exact = closed_form(gap, coupling)
matrix_energy = energy_from_matrices(gap, coupling)
assert abs(matrix_energy - exact) < 1e-9

# Two spin excitations, each pair coupled by K/2, give the same energy
spin_b = coupling / 2 * np.ones((2, 2))
spin_a = gap * np.eye(2) + spin_b
spin_roots = excitation_energies(spin_a, spin_b).real
positive = np.sort(spin_roots[spin_roots > 0])
assert np.allclose(positive, [gap, omega], atol=1e-10)
spin_energy = (positive.sum() - np.trace(spin_a)) / 2
assert abs(spin_energy - energy_by_quadrature(gap, coupling)) < 1e-9

# Beyond the stability limit the excitation energies are imaginary
bad_k = -0.6 * gap
bad_roots = excitation_energies(np.array([[gap + bad_k]]), np.array([[bad_k]]))
assert np.max(np.abs(bad_roots.real)) < 1e-10
assert np.min(np.abs(bad_roots.imag)) > 0.1

few_point = {n: few_point_energy(gap, coupling, n) for n in (2, 4, 8, 16)}
assert abs(few_point[8] - exact) < 1e-5
assert abs(few_point[16] - exact) < 1e-9

log_part = integrate(lambda w: np.log1p(y_of(w, gap, coupling)))
linear_part = integrate(lambda w: y_of(w, gap, coupling))
numeric = energy_by_quadrature(gap, coupling)
second = -integrate(lambda w: y_of(w, gap, coupling)**2) / (4 * np.pi)

print(f"gap Delta = {gap:.4f} hartree")
print(f"coupling K = {coupling:.4f} hartree")
print(f"A = {gap + coupling:.4f} hartree")
print(f"B = {coupling:.4f} hartree")
print(f"Omega squared = {omega**2:.4f} hartree^2")
print(f"Omega = {omega:.4f} hartree")
for w in (0.0, 0.8, 1.6, 3.2):
    print(f"w = {w:.1f} hartree: y = {y_of(w, gap, coupling):.6f}, "
          f"ln(1+y)-y = {integrand(w, gap, coupling):.6f} (no unit)")
print(f"integral of ln(1+y), numerical = {log_part:.6f} hartree")
print(f"pi*(Omega - Delta) = {np.pi * (omega - gap):.6f} hartree")
print(f"integral of y, numerical = {linear_part:.6f} hartree")
print(f"pi*K = {np.pi * coupling:.6f} hartree")
print(f"RPA energy, frequency integral = {numeric:.8f} hartree")
print(f"RPA energy, closed form = {exact:.8f} hartree")
print(f"RPA energy, closed form = {exact * HARTREE_EV:.4f} eV")
print(f"RPA energy, coupling-strength integral = "
      f"{energy_by_coupling_integral(gap, coupling):.8f} hartree")
print(f"RPA energy, five-point matrix trace = {matrix_energy:.8f} hartree")
print(f"boson ground-state energy = "
      f"{boson_ground_energy(gap + coupling, coupling):.8f} hartree")
print(f"second-order energy = {second:.6f} hartree")
print(f"second-order / RPA energy = {second / exact:.4f} (no unit)")
for n, value in few_point.items():
    print(f"{n} frequency points: energy = {value:.10f} hartree, "
          f"absolute error = {abs(value - exact):.1e} hartree")
print("checks complete")
```

Running it gives:

```
gap Delta = 0.8000 hartree
coupling K = 0.5000 hartree
A = 1.3000 hartree
B = 0.5000 hartree
Omega squared = 1.4400 hartree^2
Omega = 1.2000 hartree
w = 0.0 hartree: y = 1.250000, ln(1+y)-y = -0.439070 (no unit)
w = 0.8 hartree: y = 0.625000, ln(1+y)-y = -0.139492 (no unit)
w = 1.6 hartree: y = 0.250000, ln(1+y)-y = -0.026856 (no unit)
w = 3.2 hartree: y = 0.073529, ln(1+y)-y = -0.002578 (no unit)
integral of ln(1+y), numerical = 1.256637 hartree
pi*(Omega - Delta) = 1.256637 hartree
integral of y, numerical = 1.570796 hartree
pi*K = 1.570796 hartree
RPA energy, frequency integral = -0.05000000 hartree
RPA energy, closed form = -0.05000000 hartree
RPA energy, closed form = -1.3606 eV
RPA energy, coupling-strength integral = -0.05000000 hartree
RPA energy, five-point matrix trace = -0.05000000 hartree
boson ground-state energy = -0.05000000 hartree
second-order energy = -0.078125 hartree
second-order / RPA energy = 1.5625 (no unit)
2 frequency points: energy = -0.0449848493 hartree, absolute error = 5.0e-03 hartree
4 frequency points: energy = -0.0496844755 hartree, absolute error = 3.2e-04 hartree
8 frequency points: energy = -0.0499996025 hartree, absolute error = 4.0e-07 hartree
16 frequency points: energy = -0.0500000000 hartree, absolute error = 2.4e-13 hartree
checks complete
```
